# Mean electrostatic potential and interface steps in crystals of neutral spherical atoms

## The form of the answer

Take a neutral atom: a point nucleus of charge \(Z\) surrounded by a spherical electron density \(n(r)\) holding \(Z\) electrons. Let \(v(r)\) be the electrostatic potential energy of an additional electron, taken as a test charge, with \(v=0\) far away. We want the integral of \(v\) over all space, because this integral per unit volume will turn out to be the mean potential of a crystal.

Electrostatics is linear, so each thin spherical shell of electrons, paired with an equal positive charge at the centre, contributes separately. Such a neutral pair contains one length, the shell radius \(R\). Its potential energy has the dimension \(e^2/\text{length}\), and integration over volume multiplies by length cubed. One electron on the shell must therefore contribute

\[
\int v\,d^3r=-c\,e^2R^2 ,
\]

with \(c\) a pure number. Summed over shells, \(R^2\) becomes the second radial moment

\[
Q=\int n(r)\,r^2\,d^3r .
\]

A single shell fixes \(c\). In Rydberg atomic units \(e^2=2\), lengths are in bohr and energies in Ry. Outside the shell the two charges cancel. Inside, the nucleus gives \(-2/r\) and the shell gives the constant \(+2/R\). Hence

\[
\int v\,d^3r=-8\pi\int_0^R\left(r-\frac{r^2}{R}\right)dr
=-8\pi\left(\frac{R^2}{2}-\frac{R^2}{3}\right)=-\frac{4\pi}{3}R^2 ,
\]

so \(c=2\pi/3\). The sign is negative because an electron inside the shell sees an incompletely screened nucleus. For the whole atom,

\[
\int v\,d^3r=-\frac{4\pi}{3}\,Q. \tag{1}
\]

## Why the potential is short-ranged

The Poisson equation for the energy of an electron is

\[
\nabla^2v=8\pi\left[Z\delta(\mathbf r)-n(r)\right]. \tag{2}
\]

The sign follows from the nuclear part \(-2Z/r\), since \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\). A shell at radius \(r'\) contributes \(2/r'\) inside itself and \(2/r\) outside. Writing \(Z=\int_0^\infty4\pi r'^2n(r')\,dr'\) in the nuclear term, we find that shells with \(r'<r\) cancel and

\[
v(r)=-2\int_r^\infty4\pi r'^2n(r')\left(\frac1r-\frac1{r'}\right)dr' . \tag{3}
\]

The potential at \(r\) depends on the electrons beyond \(r\). If the density decays exponentially, so does \(v\). This property carries the whole argument: sums over distant atoms converge absolutely and have no dependence on the order of summation or the shape of the sample.

The same result appears in Fourier space. The transform of (2) is \(-G^2v_G=8\pi[Z-f(G)]\), with the form factor

\[
f(G)=\int n(r)\frac{\sin Gr}{Gr}\,d^3r=Z-\frac{G^2Q}{6}+O(G^4).
\]

Therefore \(v_G\to-8\pi Q/6=-4\pi Q/3\) as \(G\to0\), in agreement with (1). The limit is the same from every direction of \(\mathbf G\).

## The mean potential of a crystal

Place atoms of species \(s\) at \(\mathbf R+\boldsymbol\tau_s\), where \(\mathbf R\) runs over the lattice, and keep each atomic density rigid. The potential is

\[
V(\mathbf r)=\sum_{\mathbf R}\sum_s v_s(|\mathbf r-\mathbf R-\boldsymbol\tau_s|).
\]

Its average over a cell of volume \(\Omega\) contains, for each species, the integral of all lattice images over one cell. Shifting the integration variable by \(\mathbf R\) turns this into the integral of one atomic potential over all the translated cells, which together fill space. Absolute convergence permits the exchange of sum and integral. With (1),

\[
\overline V=-\frac{4\pi}{3\Omega}\sum_sQ_s . \tag{4}
\]

The positions \(\boldsymbol\tau_s\) have disappeared. At fixed \(\Omega\), moving one sublattice relative to another changes the local potential but leaves its mean unchanged.

Formula (4) is measured from vacuum, because every \(v_s\) vanishes there. This zero belongs to the model. The periodic charge density of an infinite crystal does not by itself fix a mean potential relative to vacuum; the choice of neutral spheres, also at the surface, supplies the missing information.

## The interface, plane by plane

Let \(\hat{\mathbf n}\) be the interface normal and \(z\) the coordinate along it. Integrate one atomic potential over the plane at height \(z\). With \(r^2=\rho^2+z^2\) and \(\rho\,d\rho=r\,dr\),

\[
w(z)=2\pi\int_{|z|}^{\infty}v(r)\,r\,dr,\qquad
\int_{-\infty}^{\infty}w(z)\,dz=\int v\,d^3r. \tag{5}
\]

Lattice planes normal to \(\hat{\mathbf n}\) repeat with spacing \(d\), and each contains one atom of a given species per area \(A\). The potential averaged over a plane is a sum of terms \(w_s(z-z_{ks})/A\). Deep inside one crystal we average again, over one period \(d\). The periodic images of \(w_s\) in this window assemble the complete integral, so

\[
\overline V=\frac{1}{Ad}\sum_s\int_{-\infty}^{\infty}w_s(z)\,dz .
\]

The values of \(A\) and \(d\) depend on orientation, but their product does not: there is one lattice point per volume \(\Omega\), hence \(Ad=\Omega\). Equation (4) returns, and the step from buffer to layer is

\[
\Delta\overline V=\overline V_{\rm layer}-\overline V_{\rm buffer}
=-\frac{4\pi}{3}\left(\frac{Q_{\rm layer}}{\Omega_{\rm layer}}-\frac{Q_{\rm buffer}}{\Omega_{\rm buffer}}\right), \tag{6}
\]

where each \(Q\) is now the sum over a cell. For fixed cell volumes the step is independent of orientation. Atoms at the interface act within their short range, so termination, a gap between the crystals and the exchange of atoms across the boundary alter the local profile, not the difference between the two interiors. If the buffer is replaced by vacuum, its term vanishes and (6) becomes (4).

## Where neutrality and shape enter

**Charged spheres.** Suppose that cations carry an additional charge \(+q\) and anions \(-q\). On a polar face these charges form alternating sheets, separated by \(l\) within each pair. By (2), the slope of the planar potential jumps by \(8\pi q/A\) at a sheet, so one pair produces a step of magnitude \(8\pi ql/A\). Equal pairs stacked in the same order add their steps, and the potential grows with thickness unless surface charges compensate it. On (110) planes of zinc blende, cations and anions are coplanar, \(l=0\), and this growth is absent. Neutral spheres guarantee (6) at every orientation, and on (110) it is enough that each plane is neutral as a whole. Neutrality is sufficient rather than necessary: if two lattice-matched crystals carry the same charges \(\pm q\) and surface charges cancel the field, the extra point charges form one common lattice that adds no step, and (6) holds on (001) and (111) as well.

**Non-spherical neutral units.** Let the unit have no net charge and no dipole, but any shape. Integrating (2) over a plane gives \(w''(z)=8\pi[Z\delta(z)-\bar n(z)]\), where \(\bar n(z)\) is the electron density integrated over that plane. Both \(w\) and \(w'\) vanish far away on either side. Two integrations by parts give

\[
\int w\,dz=\frac12\int z^2w''\,dz
=-4\pi\int n(\mathbf r)(\hat{\mathbf n}\cdot\mathbf r)^2\,d^3r. \tag{7}
\]

The nucleus drops out because it sits at \(z=0\). For a sphere the angular average of \((\hat{\mathbf n}\cdot\mathbf r)^2\) is \(r^2/3\), and (1) follows. In general the result contains the tensor \(M_{ij}=\int n\,x_ix_j\,d^3r\) through \(\hat{\mathbf n}\cdot M\cdot\hat{\mathbf n}\), which may depend on direction.

Spherical shape is thus sufficient but not necessary. At a tetrahedral site of unstrained zinc blende, the twofold axes remove the off-diagonal elements of \(M\), and the threefold axes make its diagonal elements equal. Then \(M_{ij}=Q\delta_{ij}/3\), even if the charge bulges towards the bonds. Orientation independence survives if the same neutral units continue unchanged up to the interface. A real interface need not satisfy that condition.

## Coherent strain changes the volume

A coherent layer adopts the in-plane lattice constant of its buffer and is free to relax along the normal. Its volume can then depend on orientation. Let \(\varepsilon_\parallel\) and \(\varepsilon_\perp\) be the in-plane and normal strains. For a cubic crystal with \(H=C_{11}-C_{12}-2C_{44}\), linear elasticity gives, without summation over \(i\) in the last term,

\[
\sigma_{ij}=C_{12}\,\delta_{ij}\,{\rm tr}\,\varepsilon+2C_{44}\varepsilon_{ij}+H\delta_{ij}\varepsilon_{ii}.
\]

The strain is \(\varepsilon_{ij}=\varepsilon_\parallel\delta_{ij}+(\varepsilon_\perp-\varepsilon_\parallel)\hat n_i\hat n_j\). The force per area on the free surface has components

\[
\sum_j\sigma_{ij}\hat n_j=\hat n_i\left\{C_{12}(2\varepsilon_\parallel+\varepsilon_\perp)+2C_{44}\varepsilon_\perp
+H\left[\varepsilon_\parallel+(\varepsilon_\perp-\varepsilon_\parallel)\hat n_i^2\right]\right\}.
\]

For (001), (110) and (111), all non-zero \(\hat n_i^2\) are equal. The force then points along the normal and no shear is needed to remove it. That common value is \(S=\sum_i\hat n_i^4\), equal to \(1\), \(1/2\) and \(1/3\) respectively. Setting the bracket to zero and collecting terms,

\[
\varepsilon_\perp=-\varepsilon_\parallel\,
\frac{2C_{12}+H(1-S)}{C_{12}+2C_{44}+HS}. \tag{8}
\]

The strained volume is \(\Omega=\Omega_0(1+\varepsilon_\parallel)^2(1+\varepsilon_\perp)\). With rigid atoms \(\overline V\propto1/\Omega\), so to first order

\[
\delta\overline V\simeq-\overline V\,(2\varepsilon_\parallel+\varepsilon_\perp). \tag{9}
\]

In an elastically isotropic layer \(H=0\), equation (8) loses its dependence on \(S\), and the step is again the same for all orientations. Within this model, the orientation dependence of a coherent layer comes from elastic anisotropy.

## InSb on a model buffer

The layer is InSb, whose lattice constant is about 0.65 nm; the calculation sets it to 0.648 nm. The zinc-blende buffer has lattice constant 0.645 nm and represents no particular material. Its two atoms have exponential densities with 2 and 6 electrons and chosen moments 0.14 and 0.22 nm².

The In and Sb densities come from spherical, spin-unpolarized atoms in the local density approximation with VWN correlation and scalar relativity (ZORA). This level omits spin-orbit coupling and spin polarization and carries the error of the functional. The configurations are \(s^2p^1\) for In and \(s^2p^3\) for Sb. The moments are 0.1634 nm² for In and 0.1734 nm² for Sb. The 5s and 5p electrons supply 0.0881 nm² of the former and 0.1139 nm² of the latter, or 54 % and 66 %. The weight \(r^2\) favours the few outer electrons, which are also those most altered by bonding.

In SI form, \(e^2=2\) is replaced by \(e^2/(4\pi\varepsilon_0)=1.440\) eV nm, and the prefactor \(4\pi/3\) becomes \((2\pi/3)(1.440\ \text{eV nm})=3.016\) eV nm. For relaxed InSb,

\[
\overline V=-3.016\,\frac{0.1634+0.1734}{0.06802}\ \text{eV}=-14.93\ \text{eV}=-1.10\ \text{Ry}.
\]

For the buffer,

\[
\overline V=-3.016\,\frac{0.14+0.22}{0.06708}\ \text{eV}=-16.18\ \text{eV}.
\]

A direct average of the buffer potential over a three-dimensional grid gives \(-16.15\) eV, which differs by 0.2 % of the mean. The difference comes from the finite sampling of the nuclear \(1/r\) singularity and falls as the square of the grid spacing.

The relaxed step is \(-14.93+16.18=1.25\) eV: an electron has the higher mean electrostatic energy in InSb. Explicit sums over atomic planes give 1.2523 eV for each of (001), (110) and (111), equal to the value from (6) at this precision. The last digit depends on the radial basis of the atomic calculation, which can move the common value by about 0.2 meV. Here both crystals keep their own lattice constants, so the comparison holds the volumes fixed.

Now let the layer be coherent, with the buffer unstrained. The in-plane strain is \(0.645/0.648-1=-0.463\,\%\). Rough elastic constants \(C_{11}=67\), \(C_{12}=37\) and \(C_{44}=30\) GPa give \(H=-30\) GPa. The fractions in (8) are

\[
\frac{74}{67}=1.10,\qquad \frac{59}{82}=0.72,\qquad \frac{54}{87}=0.62
\]

for (001), (110) and (111). The results are:

| Normal | \(\varepsilon_\perp\) (%) | \(2\varepsilon_\parallel+\varepsilon_\perp\) (%) | Step (eV) |
|---|---:|---:|---:|
| (001) | 0.511 | −0.415 | 1.190 |
| (110) | 0.333 | −0.593 | 1.163 |
| (111) | 0.287 | −0.639 | 1.156 |

For (001), equation (9) gives \(\delta\overline V=14.93\times(-0.00415)=-0.062\) eV, which accounts for the fall from 1.252 to 1.190 eV. Compression packs the same atomic moments into less volume and makes the mean in InSb more negative. The (111) layer expands least along its normal, so it loses the most volume and has the smallest step. The spread among the three orientations is about 0.03 eV. Plane sums with the strained geometry reproduce the three steps within about 0.1 meV.

## What the numbers mean for a real layer

The lattice and elastic constants used for InSb are in its usual range, and a mismatch near half a percent is modest. The step itself depends on the invented buffer and predicts no measured junction. Nor is it a band offset: that also requires the band edges of each crystal relative to its own mean potential. The electrostatic mean does not determine the mean exchange-correlation potential either: \(Q\) is a single moment of the density and does not fix the density values on which that potential depends. The room-temperature gap of InSb is roughly 0.2 eV, so errors of a few tenths of an eV in an offset would matter. Real atoms in a junction are also not rigid neutral spheres. The following estimates give the size of the changes caused by this and other simplifications in specific cases, some of them with assumed charges and distances; they are not bounds on the error.

**Choice of atoms.** Replacing the configurations by \(s^1p^2\) and \(s^1p^4\), with the buffer fixed, lowers the InSb mean and hence the step by 0.78 eV. Omitting relativity lowers them by 0.31 eV, and omitting correlation by 0.54 eV. The step is a small difference of two large means, so a 5 % increase in the InSb moment removes more than half of it. The orientation spread is less sensitive to the moments: by (9) it is proportional to the InSb mean, so the same 5 % changes it by about 2 meV. It depends more strongly on the rough elastic constants: raising \(C_{11}\) alone by 5 % lowers it from 33.5 to about 29 meV, and raising \(C_{12}\) or \(C_{44}\) alone by 5 % raises it to 36 meV.

**Charge transfer at the interface.** Assume that 0.01 electron per interface site moves across a (001) interface, through a distance \(a/4\), with one site per area \(a^2/2\). The sheet formula \(8\pi ql/A\) becomes \(4\pi q/a\) in Rydberg units, or

\[
2\pi\,(1.440\ \text{eV nm})\,\frac{0.01}{0.648\ \text{nm}}=0.14\ \text{eV}.
\]

Its sign follows the direction of transfer. Division by an assumed dielectric constant of 16 leaves 9 meV, but a bulk constant is a crude description of screening over one atomic spacing. Different transfers on different faces would give an orientation dependence absent from (6).

**Non-spherical charge.** Assume that each cation has two lobes of 0.02 electron at \(\pm0.13\) nm along [001], balanced by positive charge at its centre. Equation (7) gives a shift for the (001) normal of

\[
-2\pi(1.440)\,\frac{2(0.02)(0.13)^2}{0.06802}\ \text{eV}=-0.09\ \text{eV},
\]

and zero for (110), whose normal is perpendicular to the lobes. This is an unscreened estimate for an assumed charge. Cubic site symmetry forbids such a lobe pair in unstrained InSb; strain can permit it. The underlying reason for the direction dependence is that a quadrupole potential falls as \(r^{-3}\), so its volume integral converges conditionally and retains a memory of the slab shape.

**Piezoelectric field.** A coherent (111) layer has shear strain \(\varepsilon_{xy}=(\varepsilon_\perp-\varepsilon_\parallel)/3\) in the cubic axes, and zinc blende is piezoelectric, so the polarization along the normal is \(2e_{14}(\varepsilon_\perp-\varepsilon_\parallel)/\sqrt3\). With an assumed \(|e_{14}|\approx0.07\) C/m², a dielectric constant of 16 and no screening by free carriers, the field is about 43 kV/cm, or 4 meV per nm. Across a 10 nm layer this is about 40 meV, more than the orientation spread, and the interior potential is no longer flat. Rigid neutral spheres carry no such field. The normal component vanishes for (001) and (110).

**Strain relaxation and temperature.** If dislocations relax a (001) layer completely, its step rises by 63 meV, back to the relaxed value. The coherent results therefore apply to layers that have not relaxed plastically. Cooling from 300 to 77 K with an assumed linear expansion coefficient of \(5\times10^{-6}\) K\(^{-1}\) lowers the mean of relaxed InSb by 50 meV. If the buffer contracts by the same fraction, most of this cancels and the relaxed step rises by 4 meV.

These estimates separate two statements. Equation (6) is an identity for rigid neutral spheres at given volumes. Its use for a real junction is an approximation, and the orientation spread of about 0.03 eV found here is smaller than the unscreened estimates above for charge transfer and non-spherical charge, which the model leaves out. The numerical output below lists the individual values.

## Calculated quantities

```
InSb lattice constant (rough): 0.648 nm
buffer lattice constant (model): 0.645 nm
InSb cell volume: 0.06802 nm3
buffer cell volume: 0.06708 nm3
Q of In: 0.1634 nm2
Q of Sb: 0.1734 nm2
  In part from 5s+5p: 0.0881 nm2
  In part from 4d: 0.0474 nm2
  Sb part from 5s+5p: 0.1139 nm2
  Sb part from 4d: 0.0353 nm2
Q of buffer atom with 2 electrons: 0.14 nm2
Q of buffer atom with 6 electrons: 0.22 nm2
mean potential energy, relaxed InSb: -14.932 eV
same in Rydberg: -1.0975 Ry
mean potential energy, buffer: -16.184 eV
buffer mean from 3D cell grid: -16.151 eV
relaxed step, moment formula: 1.2523 eV
relaxed step, plane sum (001): 1.2523 eV
relaxed step, plane sum (110): 1.2523 eV
relaxed step, plane sum (111): 1.2523 eV
C11, C12, C44 (rough): 67, 37, 30 GPa
in-plane strain: -0.463 %
normal strain (001): 0.511 %
volume strain, linear (001): -0.415 %
strained step, formula (001): 1.1898 eV
strained step, plane sum (001): 1.1897 eV
normal strain (110): 0.333 %
volume strain, linear (110): -0.593 %
strained step, formula (110): 1.1632 eV
strained step, plane sum (110): 1.1631 eV
normal strain (111): 0.287 %
volume strain, linear (111): -0.639 %
strained step, formula (111): 1.1563 eV
strained step, plane sum (111): 1.1562 eV
orientation spread of strained step: 33.5 meV
Neglected effects: change of the relaxed InSb mean or step
  s1p2/s1p4 atoms: -0.780 eV
  no relativity: -0.314 eV
  no correlation: -0.540 eV
  assumed electrons moved per site: 0.01 e
  their step, bare: 0.140 eV
  assumed dielectric constant: 16 (no unit)
  their step, screened: 8.7 meV
  assumed electrons in each lobe: 0.02 e
  assumed lobe distance: 0.13 nm
  lobe effect, (001) minus (110): -0.090 eV
  full plastic relaxation, (001): 62.6 meV
  assumed linear expansion: 5 1e-6/K
  InSb mean, 300 to 77 K: -49.9 meV
  step, if buffer contracts equally: 4.2 meV
```
